Interfacial Δ1–Δ5 scattering and the saturation of tunnel magnetoresistance

**1. Two exponentials and a leak**

Consider a magnetic tunnel junction whose barrier has two evanescent states. The state of Δ1 symmetry decays slowly, with constant κ1; the state of Δ5 symmetry decays faster, with constant κ5 > κ1. Suppose that majority electrons can use both states and minority electrons couple to Δ5 alone. At large thickness d the parallel current is carried by Δ1 and varies as exp(−2κ1d). With antiparallel magnetizations an electron that starts as majority must end as minority, or the reverse, so Δ1 is blocked at one end and the current varies as exp(−2κ5d). The ratio of the two currents grows exponentially.

Now let disorder at the interface pass a small fraction p of the Δ1 current into the minority Δ5 band. Take the parallel current as exp(−2κ1d) and, for each of two equal spin channels, the antiparallel current as p exp(−2κ1d) + c exp(−2κ5d), where c is a constant. Then

G_P/G_AP ≈ 1/{2[p + c exp(−2(κ5−κ1)d)]}.  (1)

While the second term in the bracket dominates, the ratio grows exponentially. Once p dominates, the ratio is constant. The change occurs where the terms are equal, at d = ln(c/p)/[2(κ5−κ1)]. It remains to find what p and c mean for a real scattering problem, whether the two contributions may be added as intensities, and how the currents omitted from (1) alter the result.

**2. One interface**

We work at one transverse wavevector, near normal incidence, with elastic, spin-conserving transport at low bias. One Δ5 partner is kept; for weak mixing, an equivalent second partner, mixed equally strongly with Δ1, would double the Δ5 terms, which multiplies the couplings a and b defined below by √2, and would also double p. The envelope function is a column ψ = (ψ1, ψ5), with the same effective mass everywhere. Let Q = diag(κ1, κ5) describe the barrier and let the diagonal matrix K hold the electrode wavevectors. An open channel has real k > 0; a closed channel has k = iγ with γ > 0. In a minority electrode Δ1 is closed.

Disorder mixes the symmetries at the interface through

ψ′(0⁺) − ψ′(0⁻) = Wψ(0), W = [[0, w], [w, 0]],  (2)

with w real. This is a coherent stand-in for disorder: it conserves the transverse wavevector, which real disorder can also change. For a wave arriving from the left, write ψ = exp(iKx)A + exp(−iKx)R in the electrode and ψ = exp(−Qx)C in the barrier. Continuity gives R = C − A. Condition (2) gives

−QC − iK(A − R) = WC.

Inserting R yields −QC − 2iKA + iKC = WC, so

C = −2igKA, g = (Q + W − iK)⁻¹.  (3)

At the right interface the wave arriving through the barrier has amplitude u and the reflected growing wave has amplitude v. The transmitted amplitude is τ = u + v. The derivative condition is

iKτ + Qu − Qv = Wτ.

With v = τ − u this becomes (Q + W − iK)τ = 2Qu, hence

τ = 2gQu.  (4)

Flux conservation simplifies what follows. Let K_o be the real part of K, which keeps the open channels. Since Q and W are real and symmetric, g⁻¹ − (g⁻¹)† = −2iK_o. Multiplication by g on the left and g† on the right gives g† − g = −2i gK_o g†. Because g is symmetric, g† is its complex conjugate, and therefore

gK_o g† = Im g.  (5)

Multiplying in the other order, g† on the left and g on the right, gives g†K_o g = Im g as well.

**3. Joining the interfaces**

In a thick barrier we drop waves that cross it more than once. Then u = EC, with E = exp(−Qd). An incoming wave of unit flux in open channel n has amplitude 1/√k_n, in units where flux is k times squared amplitude. Summing CC† from (3) over incoming channels gives 4g_L K_o g_L† = 4 Im g_L. Using (4), the transmitted flux, summed over incoming channels, is

T = 16 Tr[(g_R†K_o g_R) Q E (Im g_L) E Q]
 = 16 Tr[(Im g_R) Q E (Im g_L) E Q].

Define the real symmetric matrix

S = 4√Q (Im g) √Q.  (6)

The diagonal matrices Q and E commute, so the factors of √Q can be distributed between the interfaces:

T = Σ_jk S^R_jk S^L_jk exp[−(κj + κk)d], j, k = 1, 5.  (7)

For one unmixed channel g = 1/(κ − ik), which gives S = 4κk/(κ² + k²) and T = S² exp(−2κd), the thick-barrier result for a rectangular barrier.

Written out, (7) contains two intensities and an interference term:

T = S^L_11 S^R_11 exp(−2κ1d) + S^L_55 S^R_55 exp(−2κ5d) + 2S^L_15 S^R_15 exp[−(κ1+κ5)d].  (8)

To find the parity of the last term, let Z = diag(1, −1). Since ZWZ = −W while Q and K are unchanged, reversing w turns S into ZSZ. Its diagonal elements stay the same and S_15 changes sign. If the mixing signs at the two interfaces are independent and equally likely to be positive or negative, the last term averages to zero. This is sufficient for adding intensities, and we adopt it.

**4. The meaning of p**

At a minority interface write D1 = κ1 + γ1 and D5 = κ5 − ik5. Inverting the 2 × 2 matrix gives

g_11 = D5/(D1D5 − w²) = 1/D1 + w²/(D1²D5) + O(w⁴).

The first term is real. Taking the imaginary part of the second gives

S_11^min ≈ 4κ1w²k5/[(κ1+γ1)²(κ5²+k5²)].  (9)

Without mixing the minority electrode cannot feed Δ1. With mixing it does so at second order in w, at a rate that contains no barrier thickness. For a majority electrode, S_11^maj ≈ 4κ1k1/(κ1²+k1²) at zeroth order. We define

p = S_11^min/S_11^maj, a = S_55^maj/S_11^maj, b = S_55^min/S_11^maj.  (10)

Thus p is a relative coupling: the strength with which the minority electrode couples to the barrier's Δ1 state, divided by that of a majority electrode. The same S serves for entry and exit, so p describes both a minority Δ5 electron scattered into Δ1 on entering and a Δ1 electron scattered into minority Δ5 on leaving.

**5. Magnetoresistance**

Each spin contributes (e²/h)T to the conductance at this wavevector. Take the two interfaces to have the same p, a and b, and set

Δκ = κ5 − κ1, x = exp(−2Δκd).

Divide every conductance by (e²/h)(S_11^maj)² exp(−2κ1d). In the parallel state the majority spin contributes 1 + a²x and the minority spin p² + b²x. In the antiparallel state each spin has one majority and one minority end and contributes p + abx. Hence

G_P ∝ 1 + p² + (a² + b²)x,
G_AP ∝ 2(p + abx).  (11)

One scattering event suffices in either antiparallel spin channel, at the exit for one spin and at the entrance for the other. This is why the leak is linear in p, while the parallel minority channel, which needs two events, has p².

With TMR = G_P/G_AP − 1, subtraction completes both squares:

1 + p² − 2p = (1−p)², a² + b² − 2ab = (a−b)²,

TMR = [(1−p)² + (a−b)²x]/[2(p + abx)].  (12)

Define the magnetoresistances that the Δ1 and Δ5 terms would have separately,

T∞ = (1−p)²/(2p), T5 = (a−b)²/(2ab),  (13)

and the fraction of antiparallel current carried by Δ1, f = p/(p + abx). Splitting the numerator of (12) gives

TMR = [p/(p+abx)]T∞ + [abx/(p+abx)]T5 = fT∞ + (1−f)T5.  (14)

Equal antiparallel contributions require abx = p. Taking the logarithm gives the crossover thickness

d* = ln(ab/p)/(2Δκ).  (15)

Since ab/p = exp(2Δκd*), the fraction becomes

f = 1/{1 + exp[−2Δκ(d − d*)]}.  (16)

Within this model the magnetoresistance follows a logistic curve between T5 and T∞. At d* it is their mean.

**6. How the growth ends**

Suppose T∞ > T5. From (14), TMR − T5 = f(T∞ − T5). Put y = exp[−2Δκ(d−d*)], so that f = 1/(1+y) and dy/dd = −2Δκy. Then

d ln(TMR − T5)/dd = 2Δκ y/(1+y) = 2Δκ(1−f).  (17)

The rate is close to 2Δκ well below d*, equals Δκ at d*, and vanishes exponentially above it. Growth stops gradually. The fraction f reaches 0.9 when y = 1/9, at

d90 = d* + ln 9/(2Δκ).  (18)

An extended exponential regime in the TMR itself needs abx ≫ p, so that Δ5 carries the antiparallel current, and (a−b)²x ≪ (1−p)², so that Δ1 supplies the magnetoresistance. Then (12) reduces to

TMR ≈ [(1−p)²/(2ab)] exp(2Δκd).  (19)

Extrapolated upwards, this exponential meets the plateau T∞ at d*, which gives the crossover a second meaning.

If p tends to zero, d* grows without limit and so does the plateau. If p ≥ ab, (15) gives no positive thickness and the Δ1 leak is the larger current throughout the formula's range. If T∞ < T5, the magnetoresistance falls with thickness. For example, p = 0.5, a = 3 and b = 0.1 give T∞ = 0.25 and T5 = 14.0.

The plateau can also be written with an effective polarization P = (1−p)/(1+p). Since 1 − P² = 4p/(1+p)², one finds 2P²/(1−P²) = (1−p)²/(2p) = T∞. A thick barrier thus behaves as one Δ1 channel with incomplete polarization. For small p, T∞ ≈ 1/(2p), whereas d* depends on p only through a logarithm.

**7. Comparison with full wave matching**

Equation (7) omits repeated reflections. To test the consequences, the matching equations were solved with all of them retained, and the transmissions were averaged over the relative sign of the two mixing strengths. The inputs were κ1 = 3, κ5 = 5, majority k1 = 10 and k5 = 8, minority γ1 = 4 and k5 = 6, and w = 0.1, all in nm⁻¹. Equation (9), divided by the zeroth-order majority coupling, gives

p ≈ w²k5(κ1²+k1²)/[k1(κ1+γ1)²(κ5²+k5²)]
 = 0.01 × 6 × 109/(10 × 49 × 61) = 2.19 × 10⁻⁴,

in agreement with the full interface matrix. With a = 1.633 and b = 1.787, equation (15) gives d* = 2.3746 nm. The midpoint of the fully solved curve lies at 2.3745 nm. The growth rates of TMR − T5 at 1.5 nm, d* and 3 nm are 3.882, 2.000 and 0.303 nm⁻¹. Equation (17) predicts 3.88, 2.00 and 0.30 nm⁻¹.

At the crossover, the random-sign assumption becomes more important as weak mixing grows. The interference term there, as a share of the antiparallel current, is S_15^maj S_15^min/√(S_11^maj S_55^maj S_11^min S_55^min). For weak mixing each S_15 is of order w and S_11^min is of order w², so this share grows in proportion to w. For w = 1 nm⁻¹, p = 0.0225 and d* = 1.224 nm. If the signs are fixed, the interference term at this thickness amounts to 8.3% of the sign-averaged antiparallel current. It adds to the current for one relative sign and subtracts for the other.

**8. A junction with rough Fe/MgO/Fe parameters**

Take κ1 = 3 nm⁻¹ and κ5 = 5 nm⁻¹. With the free-electron mass these correspond to effective barrier heights of 0.343 and 0.952 eV. Let a = 1, b = 0.5 and p = 0.05. These are round values for the regime of an Fe/MgO/Fe junction, not a fit to one. Then

2Δκ = 2(5 − 3) = 4 nm⁻¹,
d* = ln(0.5/0.05)/4 = 2.303/4 = 0.576 nm,
d90 = 0.576 + 2.197/4 = 1.125 nm,
T∞ = 0.95²/0.10 = 9.025 = 902.5%,
T5 = 0.5²/(2 × 0.5) = 0.25 = 25%.

At d* the magnetoresistance is (902.5 + 25)/2 = 464%. The crossover corresponds to 2.7 layers if one MgO layer is about 0.21 nm thick. Even at the formal limit d = 0, p is already one tenth of ab, so this junction has no extended exponential regime. The contrast with p = 0 is nevertheless large:

d (nm) | TMR, p = 0 | TMR, p = 0.05
1.0 | 5480% | 767%
1.5 | 40,400% | 881%
2.0 | 298,000% | 900%

With κ1, κ5, a and b held fixed, reducing p from 0.1 to 0.01 moves d* from 0.402 to 0.978 nm, an increase of ln 10/4 = 0.576 nm. The plateau rises from 405% to 4900%. A cleaner interface therefore changes the plateau far more than the thickness at which it is reached. Even p = 0.001 puts the crossover at just 1.554 nm.

**9. The filter away from normal incidence**

A junction carries current over a range of transverse wavevectors k∥. Away from normal incidence the symmetry labels are no longer strict. If the admixture amplitude is linear in k∥, the minority electrode feeds the slowly decaying state with a probability proportional to k∥², even at a perfect interface. To estimate its size, add to p

p_leak = ⟨k∥²⟩/k_z², k_z = π/(0.29 nm) = 10.83 nm⁻¹.  (20)

The scale k_z, built from a length close to the lattice constant of iron, is an assumption about the strength of the admixture, not a calculated band property.

For an isotropic barrier, the average is weighted by exp(−2d√(κ1²+k∥²)). Put q = √(κ1²+k∥²), so that k∥dk∥ = q dq, and let s = 2d. With q = κ1 + t,

⟨k∥²⟩ = ∫₀^∞(2κ1t+t²)(κ1+t)e^(−st)dt / ∫₀^∞(κ1+t)e^(−st)dt
 = (2κ1²s² + 6κ1s + 6)/[s²(κ1s + 1)].  (21)

The last step uses ∫₀^∞tⁿe^(−st)dt = n!/sⁿ⁺¹. For κ1d ≫ 1 the result tends to κ1/d. The leakage falls algebraically, whereas the Δ5 contribution relative to Δ1 falls exponentially.

At d = 0.576 nm the estimate gives p_leak = 0.073, larger than the interfacial p. The total Δ1 feed is then 0.123. At the same thickness abx = 0.05. The transverse spread also changes the relative current areas: the integral in the denominator of (21), which omits the prefactor exp(−2κd), is κ/(2d) + 1/(4d²) for each state, and the Δ5-to-Δ1 ratio is about 1.5. The Δ5 term becomes about 0.076, still below 0.123. In this estimate the Δ1 leak already dominates at the fixed-p crossover. Transverse spread without leakage would instead move d* up by 0.107 nm.

With both effects included, the estimated TMR at 1.0, 1.5, 2.0 and 2.5 nm is 426, 592, 670 and 714%. The last value is still well below 902.5%, because the leakage disappears slowly. These values keep the interface couplings independent of k∥. Letting the Δ1 coupling follow k∥, with the majority wavevector of section 7, lowers the 2.0 nm value from 670% to about 640%, so the third digit carries no weight. If interfacial scattering were absent, κ1d were large, and p_leak were small but much larger than abx, the same estimate would give

TMR ≈ 1/(2p_leak) ≈ k_z²d/(2κ1).  (22)

This is the leading term; the next order subtracts a constant of about k_z²/(2κ1²) + 1 ≈ 7.5, so at 3 nm the estimate is about 52 rather than 59. Under this leakage assumption, even a perfect interface would leave linear rather than exponential growth at large thickness. Equation (15) is the crossover for fixed p at one wavevector; it is not by itself a prediction for a whole junction.

**10. Other limits of the example**

Several further effects can be sized at d*. For one Δ1 channel with unit-modulus internal reflection at both interfaces, repeated reflections multiply the transmission by a factor of at most 1/[1−exp(−2κ1d)]². This permits a change of up to 6.6% relative to the single-pass value; the lower limit is 1/[1+exp(−2κ1d)]², so a ratio of two such currents can change by up to about 13%. Gaussian thickness roughness of standard deviation σ changes an average exponential to exp(−2κd + 2κ²σ²). Comparing the two states shifts the crossover by (κ5²−κ1²)σ²/Δκ = (κ1+κ5)σ². For σ = 0.1 nm this is 0.080 nm.

The decay also depends on energy. With the free-electron mass, and to first order, raising the electron energy by E multiplies exp(−2κd) by exp(cE), where c = 2md/(ħ²κ). Averaging over the thermal spread gives a factor F = πck_BT/sin(πck_BT), with T here the temperature; averaging over a bias window of width eV centred on the Fermi energy gives F = sinh(ceV/2)/(ceV/2). With p, a and b fixed, the crossover moves by ln(F5/F1)/(2Δκ), where F1 and F5 belong to the two barrier states. To this order the shift is −0.0045 nm at 300 K and −0.0017 nm at 0.10 V bias. The curvature of κ(E) and the tilt of the barrier under bias enlarge these values, but both stay below 0.01 nm in size. These small numbers do not include magnons, other inelastic processes or energy-dependent interface states. They also hold only near d*: the free-mass height of 0.343 eV is a way of writing κ1, not a band offset of MgO, and taken literally at 300 K it would send roughly a seventh of the Δ1 current over the barrier at 2 nm and most of it at 3 nm. The values quoted for such thicknesses are zero-temperature values. The field at that bias is 1.74 MV/cm, below the rough 10 MV/cm scale of breakdown in thin MgO. If 1% of each spin's interface couplings is exchanged with the other spin's, d* moves by −0.040 nm and the plateau falls to 735%. Spin mixing thus matters more for the plateau than for the crossover.

MgO barriers of 1 to 3 nm are thicker than this d*, and Fe/MgO/Fe junctions have TMR values of roughly a few hundred percent at room temperature and considerably more at low temperature. The plateau of 902.5% is therefore high against room-temperature values, which include magnon effects that the model omits; p = 0.1 gives 405%. The model places such barriers near or beyond its crossover, but agreement in size would not identify interfacial mixing as the cause, since leakage and spin mixing also limit the ratio. At 2.0 nm, of the effects sized here and with the strengths assumed, the spread over wavevectors lowers the TMR most: the estimate of section 9 reduces it from 900% to 670%. A larger spin mixing could reverse that order. Near 3 nm the two effects become equal in size, and beyond that the order reverses, because the leakage keeps falling with thickness while the effect of spin mixing levels off. The crossing lies at about 2.8 nm with fixed interface couplings and at about 3.1 nm if the Δ1 coupling follows k∥. A continuum barrier less than three layers thick is also a coarse description, so d* is best read as about 0.6 nm within the fixed-p model. The remaining values are in the numerical output.

Computed values

```
FULL SCATTERING TEST, weak mixing w = 0.10 1/nm
p = 2.189e-04, a = 1.633, b = 1.787
d_star: formula 2.3746 nm, full 2.3745 nm
growth rate at 1.5 nm, d_star, 3 nm: 3.882 2.000 0.303 1/nm
Strong mixing w = 1 1/nm: p = 0.0225, d_star = 1.224 nm
fixed-sign interference / AP current = 0.083
WORKED EXAMPLE
decay constants q1, q5 = 3.0, 5.0 1/nm
free-mass barrier heights = 0.343, 0.952 eV
p = 0.050, a = 1.00, b = 0.50
initial growth rate 2(q5-q1) = 4.0 1/nm
crossover d_star = 0.576 nm
d_star in 0.21 nm layers = 2.74
90 percent weight at d = 1.125 nm
plateau TMR = 902.5 percent
D5-only TMR = 25.0 percent
TMR at d_star = 463.8 percent
d (nm) | TMR p=0 | TMR fixed p | TMR fixed p + leakage (percent)
0.6 | 1127.3 | 485.1 | 215.8
1.0 | 5484.8 | 766.7 | 426.4
1.5 | 40367.9 | 881.3 | 591.8
2.0 | 298120.8 | 899.6 | 669.9
2.5 | 2202671.6 | 902.1 | 713.9
p | d_star (nm) | plateau TMR (percent)
0.100 | 0.402 | 405.0
0.050 | 0.576 | 902.5
0.010 | 0.978 | 4900.5
0.001 | 1.554 | 49900.0
NEGLECTED EFFECTS
repeated reflections at d_star: at most 6.6 percent
roughness sigma = 0.10 nm: d_star shift 0.080 nm
300 K energy spread: d_star shift -0.0045 nm
bias 0.10 V: d_star shift -0.0017 nm
field at d_star and this bias = 1.74 MV/cm
spin mixing 0.010: d_star shift -0.0399 nm
plateau with spin mixing = 735.4 percent
transverse spread alone: d_star shift 0.107 nm
zone scale pi/(0.29 nm) = 10.83 1/nm
filter leakage at d_star, 2 nm = 0.0730, 0.0150
```
